# Absorbed EUV Photons and Shot Noise in a Small Resist Spot

## Problem

A resist film is exposed with extreme ultraviolet (EUV) light of wavelength 13.5 nm. A circular spot of diameter 20 nm receives a mean incident dose of 30 mJ/cm², and the film absorbs 20 percent of the incident photons.

(a) How many photons does the film absorb in the spot, on average?

(b) By what relative amount does this number vary from one such spot to the next? Give one standard deviation divided by the mean.

(c) How likely is a spot to absorb at least 15 percent fewer photons than the mean?

(d) Which effects left out of the estimate change the answer to (b) noticeably?

The dose is the average over the spot itself, at the top of the film. Photons arrive independently of one another, and each is absorbed or transmitted independently of the rest.

## Hints

1. Dose is energy per area. Convert it to eV/nm² and divide by the energy of one photon.
2. A transmitted photon leaves no trace in the film. Decide which count matters before taking a square root.
3. Imagine a very large number of photons falling on a field much larger than the spot. Each has a small chance of being absorbed in the spot. What distribution does the count follow?
4. For (c), the count lies several standard deviations below the mean. Ask whether a Gaussian curve can be trusted there.
5. For (d), ask what happens between the absorption of a photon and the chemical change, and whether a quoted dose is the average over the spot or its peak value.

## Solution

### The mean number of absorbed photons

The energy of one photon is

$$E=\frac{hc}{\lambda}=\frac{1239.84\ \text{eV nm}}{13.5\ \text{nm}}=91.84\ \text{eV}.$$

With $1\ \text{eV}=1.602177\times10^{-19}$ J and $1\ \text{cm}^2=10^{14}\ \text{nm}^2$, the dose is

$$D=\frac{0.030}{1.602177\times10^{-19}\times10^{14}}\ \frac{\text{eV}}{\text{nm}^2}=1872.5\ \text{eV/nm}^2 .$$

The incident photon density is therefore

$$\frac{D}{E}=\frac{1872.5}{91.84}=20.39\ \text{photons per nm}^2 .$$

The spot has diameter $d=20$ nm and area $A=\pi d^2/4=314.16$ nm². Carrying unrounded values, the mean incident number is

$$N_{\rm in}=\frac{DA}{E}=6405 .$$

The absorbed fraction is $a=0.20$, so the mean absorbed number is

$$N=aN_{\rm in}=0.20\times6405=1281 .$$

The inputs are round numbers, so "about 1280" is a fair statement of the answer to (a).

The absorbed fraction depends on the film thickness $t$. If the light passes once through a film with absorption coefficient $\alpha$, its intensity falls as $e^{-\alpha z}$ with depth $z$, and

$$a=1-e^{-\alpha t},\qquad t=-\frac{\ln(1-a)}{\alpha}.$$

A rough value for an organic resist is $\alpha=5$ per micrometre, or 0.005 per nm. Then $t=0.2231/0.005=44.6$ nm. The upper half of the film takes the share

$$\frac{1-e^{-\alpha t/2}}{a}=\frac{1-\sqrt{1-a}}{a}=52.8\ \text{percent}$$

of the absorbed photons. The absorption per unit depth is 20 percent lower at the bottom of the film than at the top.

### Why the variance equals the mean

Let $Q$ photons fall at random on a large field of area $S$. One photon lands in the spot with probability $A/S$ and is then absorbed with probability $a$. Its chance of being counted is $p=aA/S$. Since the photons are independent, the count $K$ follows the binomial law

$$P(K=k)=\frac{Q!}{k!\,(Q-k)!}\,p^k(1-p)^{Q-k}.$$

Now enlarge the field at fixed dose. Then $Q\to\infty$ while $Qp=N$ stays fixed. Putting $p=N/Q$ gives

$$P(K=k)=\frac{N^k}{k!}\;\frac{Q(Q-1)\cdots(Q-k+1)}{Q^k}\;\Big(1-\frac NQ\Big)^{Q}\Big(1-\frac NQ\Big)^{-k}.$$

For fixed $k$ the second factor tends to 1, the third to $e^{-N}$, and the last to 1. What remains is the Poisson law,

$$P(K=k)=e^{-N}\frac{N^k}{k!}.$$

Its mean is $N$. For the variance, use

$$\langle K(K-1)\rangle=e^{-N}\sum_{k\ge2}\frac{N^k}{(k-2)!}=N^2 .$$

Hence $\langle K^2\rangle=N^2+N$, and the variance is $N^2+N-N^2=N$. The standard deviation is $\sqrt N=35.8$ photons, and

$$\frac{\sigma}{N}=\frac1{\sqrt N}=\frac{35.8}{1281}=2.79\ \text{percent}.$$

This answers (b): about 2.8 percent for one standard deviation, or 8.4 percent for three.

A simulation follows the same physics photon by photon. Photons were thrown at random on a square field of side 1000 nm at the stated dose, each with a random absorption depth drawn from the exponential law. In 2500 discs of diameter 20 nm the mean absorbed count was 1280.2 and the relative standard deviation 2.83 percent. For a nearly Gaussian count, a standard deviation estimated from 2500 samples has a relative sampling error of about $1/\sqrt{2\times2500}$, or 1.4 percent of its own value. The difference between 2.83 and 2.79 is of that size.

### Why the incident count gives the wrong noise

The incident number has a relative noise of $1/\sqrt{6405}=1.25$ percent. This is smaller than the answer to (b), because absorption itself is a matter of chance.

To see how the two sources of chance combine, let the incident number $n$ have mean $N_{\rm in}$ and variance $FN_{\rm in}$. The number $F$ is called the Fano factor, and $F=1$ for Poisson light. For a given $n$, the absorbed number is binomial with mean $an$ and variance $na(1-a)$, so its mean square is $na(1-a)+a^2n^2$. Averaging over $n$ and subtracting the squared mean gives

$$\text{Var}\,K=a(1-a)N_{\rm in}+a^2\langle n^2\rangle-a^2N_{\rm in}^2=a(1-a)N_{\rm in}+a^2FN_{\rm in}.$$

Division by the mean $aN_{\rm in}$ yields

$$F_{\rm abs}=1-a+aF=1+a(F-1).$$

For $F=1$ the absorbed count also has $F_{\rm abs}=1$, in agreement with the Poisson law found above. If the same number of photons struck every spot, then $F=0$ and $F_{\rm abs}=0.8$. The noise would still be $\sqrt{0.8}\times2.79=2.50$ percent. At 20 percent absorption, most of the variance thus comes from which photons the film happens to catch. For a given $F$, weaker absorption also brings $F_{\rm abs}$ closer to 1.

This formula also tests the assumption of independent arrival. Light from the many independent emitters in a hot plasma fluctuates much like thermal light, whose photons tend to bunch. In one mode of mean photon number $m$ the number follows $P(n)=(1-q)q^n$ with $q/(1-q)=m$. Then $\langle n(n-1)\rangle=2q^2/(1-q)^2=2m^2$, so the variance is $2m^2+m-m^2=m+m^2$. If $J$ independent modes share the light equally, $m=N_{\rm in}/J$ and

$$F=1+\frac{N_{\rm in}}{J},\qquad F_{\rm abs}=1+\frac{N}{J}.$$

The number of modes is roughly the light-on time divided by the coherence time, if the light has a single transverse mode. More transverse modes would raise $J$ and weaken the bunching. For a rough relative bandwidth of 2 percent, the coherence time is about $\lambda/(0.02\,c)=2.25\times10^{-15}$ s. With a rough light-on time of $2.5\times10^{-6}$ s, $J=1.11\times10^{9}$. The excess variance is $1281/(1.11\times10^9)$, about one part in a million of the Poisson variance. Bunching can be ignored here.

### How the noise scales

Inserting $N=aD\pi d^2/(4E)$ gives

$$\frac{\sigma}{N}=\frac{2}{d}\sqrt{\frac{E}{\pi aD}} .$$

At fixed dose, wavelength and absorbed fraction, the noise is inversely proportional to the diameter. A 10 nm disc absorbs 320 photons on average, with a noise of 5.59 percent. The simulation, counting in discs of this size, gave 319.9 photons and 5.59 percent. To bring the smaller disc back to 2.79 percent, the product $aD$ must rise fourfold.

For very small spots or doses the mean and variance remain equal, but "plus or minus $\sigma$" becomes a poor description. When $N$ is of order one, the distribution is strongly lopsided, and a spot absorbs nothing at all with probability $e^{-N}$.

### The probability of a large shortfall

A count at least 15 percent below the mean is at most $0.85\times1281$, which means 1088 photons or fewer. This lies $0.15/0.0279=5.4$ standard deviations below the mean. Summing the Poisson law up to 1088 gives

$$P(K\le1088)=1.7\times10^{-8},$$

while the Gaussian curve with the same mean and variance gives $4.0\times10^{-8}$.

The difference can be traced. Write $k=N(1-x)$ and use Stirling's formula, $\ln k!\approx k\ln k-k+\tfrac12\ln(2\pi k)$. Then

$$\ln P(K=k)\approx-N\big[(1-x)\ln(1-x)+x\big]-\tfrac12\ln(2\pi k).$$

Since $\ln(1-x)=-x-x^2/2-x^3/3-\dots$, the bracket is

$$(1-x)\ln(1-x)+x=\frac{x^2}{2}+\frac{x^3}{6}+\dots$$

The first term gives the Gaussian exponent $-Nx^2/2$. The next one lowers the probability of a shortfall by the factor $e^{-Nx^3/6}$. For $x=0.15$ this is $e^{-0.72}=0.49$. The computed ratio is $1.71/3.96=0.43$. Only rough agreement can be expected, because the estimate compares the two laws at a single count. Higher powers of $x$ turn 0.49 into 0.46. The prefactor multiplies this by $1/\sqrt{1-x}=1.08$, and the difference between a sum over whole counts up to 1088 and an integral up to 1088.87 by 0.94. Below the limit the Poisson law also falls more steeply than the Gaussian, at the rate $-\ln(1-x)$ per count instead of $x$, which gives a further factor of 0.92. The product is 0.43.

Among $10^9$ such spots, about 17 are expected to fall short by this much. This matters because a chip layer can hold a very large number of small features. A shortfall in absorbed photons is still not the same as a defect. Whether a hole fails to open depends on the chemistry, the development and the margin of the process, and the 15 percent limit was chosen here as an illustration.

### What the estimate leaves out

**Electron blur.** An absorbed EUV photon releases electrons that travel some nanometres before they cause chemical change. Let $w(r)$ be the share of a photon's effect that ends inside the spot when the photon is absorbed at distance $r$ from its centre. Suppose that the field is uniformly lit well beyond the spot, and that each photon's effect is divided finely enough for $w$ to be a definite share.

The signal in the spot is a sum over the $Q$ independent photons. Each contributes $w$ if it is absorbed, and zero otherwise. Its mean contribution is $(a/S)\int w\,dA$, and its mean square is $(a/S)\int w^2dA$. The square of the mean is smaller than the mean square by a factor of order $A/S$ and drops out for a large field. With the absorbed density $\rho=aQ/S=N/A$,

$$\text{mean}=\rho\int w\,dA,\qquad \text{variance}=\rho\int w^2\,dA .$$

The first integral equals $A$, because in a uniform field as much effect is carried into the spot as out of it. The second is smaller than $A$, because $w$ lies between 0 and 1 and so $w^2\le w$. The relative noise becomes

$$\frac{1}{\sqrt N}\sqrt{\frac1A\int w^2\,dA}.$$

For a Gaussian blur with a rough standard deviation of 3 nm along each axis, numerical integration gives 2.29 percent instead of 2.79. The spot now averages over photons from a somewhat larger area. The price is a less sharp image, which this number does not show.

**Dose control.** Let the dose vary between exposures with relative standard deviation $\delta$, independently of the photon noise. The mean count is then itself random, with variance $N^2\delta^2$, and this adds to the average Poisson variance $N$. The relative variance is $1/N+\delta^2$. A rough $\delta=0.5$ percent raises the noise from 2.79 to 2.84 percent. Spots in the same exposure share this error, so it does not add to the differences among them.

### Comparison with real exposures

The wavelength is that of EUV lithography, and a dose of some tens of mJ/cm², a film some tens of nanometres thick and a feature size near 20 nm are all in its working range. The absorption coefficient, blur, dose error and source figures are rough typical values for this regime, not data for a particular resist or tool. Films containing strongly absorbing elements such as tin can catch a larger fraction at the same thickness, which lowers the photon noise at equal dose. For (d), two of the effects treated in this text can change the noise noticeably when each acts alone at the rough values used here. The random chemical yield of each photon, taken alone, raises it from 2.8 to 3.2 percent, as Variation 2 shows. Electron blur, taken alone, lowers it to 2.3 percent if each photon's effect is finely divided and the field is lit uniformly well beyond the spot. A printed feature has dimmer surroundings, and the integrals for the mean and the variance must then be weighted with the local absorbed density. For a Gaussian image of 20 nm full width at half maximum, with the same mean dose over the disc, the same blur gives 2.53 percent. If only the disc is lit, blur brings in no photons from outside and raises the noise slightly, to 2.87 percent. The random placement of the resist's own molecules is a further source of noise that is not treated here.

In a uniformly lit field the two effects can nearly cancel. Suppose that each photon makes a Poisson number of acids with mean $g=3$, and that each acid is displaced independently by the same 3 nm blur. A photon absorbed at distance $r$ then leaves a Poisson number of acids in the spot, with mean $gw$ and mean square $gw+g^2w^2$. Summing over photons as before gives

$$\text{relative variance}=\frac1N\Big(\frac1g+\frac1A\int w^2\,dA\Big),$$

and the noise is 2.80 percent, almost the value without either effect. If all acids from one photon were instead displaced together, blur would not lower the noise, which would stay at 3.2 percent. The near cancellation also needs the uniform field. With independently displaced acids the noise is 3.04 percent for the Gaussian image at the same mean dose, and 3.41 percent if only the disc is lit. The combined result thus depends on how the acids of one photon spread and on the light around the spot.
 The dose is also not flat across a spot of this size, but this alone does not change the answer to (b), because the photon count depends only on the dose averaged over the spot. It matters when the quoted dose is a peak value, and Variation 1 then gives 3.3 percent.

## Variation 1: a spot with a Gaussian image

*The value 30 mJ/cm² is now the peak dose of a round Gaussian image whose full width at half maximum is 20 nm. Find the absorbed count and its noise inside the same disc.*

With $R=10$ nm, the dose falls to half its peak at $r=R$, so

$$D(r)=D_0\,e^{-(\ln2)\,r^2/R^2}.$$

The average over the disc follows from the substitution $u=r^2/R^2$, for which $2r\,dr/R^2=du$:

$$\frac{\bar D}{D_0}=\frac{1}{\pi R^2}\int_0^R e^{-(\ln 2)r^2/R^2}\,2\pi r\,dr=\int_0^1e^{-u\ln2}\,du=\frac{1-\frac12}{\ln2}=0.7213 .$$

The count is still Poisson. The earlier argument needs independent photons with a small chance of being counted, and does not need an even dose within the spot. Therefore

$$N=0.7213\times1281=924,\qquad \frac{\sigma}{N}=\frac1{\sqrt{924}}=3.29\ \text{percent}.$$

It thus matters whether a quoted dose is a peak value or an average over the feature. To recover the original count with this image shape, the peak dose must be raised by the factor $2\ln2$.

## Variation 2: noise of the acid count

*In a chemically amplified resist, each absorbed photon produces a random number of acid molecules. Take a mean of 3 and a Poisson spread. Find the relative noise of the total acid number produced by the photons absorbed in the original, evenly lit spot.*

Let the yield per photon have mean $g$ and variance $v$, independent from photon to photon. For a given number $K$ of absorbed photons, the total has mean $gK$ and variance $vK$. Its mean square is $vK+g^2K^2$. Averaging over $K$ and subtracting the squared mean $g^2N^2$ leaves

$$\text{variance}=vN+g^2\big(\langle K^2\rangle-N^2\big)=vN+g^2N .$$

Dividing by $g^2N^2$ gives

$$\text{relative variance}=\frac1N\Big(1+\frac{v}{g^2}\Big).$$

A Poisson yield has $v=g=3$, so the bracket is $1+1/3$ and the noise is

$$2.79\times\sqrt{4/3}=3.23\ \text{percent}.$$

If every photon gave the same number of acids, then $v=0$ and the result would return to 2.79 percent. Making more acids per photon therefore cannot remove the photon noise in this model. With a Poisson yield the bracket is $1+1/g$, which approaches 1 for large $g$ but never falls below it. At fixed spot size, the remaining noise falls when more photons are absorbed, through a higher dose or a larger absorbed fraction.

The values used here are collected in the numerical output below.

## Table of computed values

```
wavelength: 13.5 nm
photon energy: 91.84 eV
dose: 30.0 mJ/cm^2 = 1872.5 eV/nm^2
incident photon density: 20.39 per nm^2
spot diameter: 20.0 nm
spot area: 314.16 nm^2
mean incident photons: 6405
absorbed fraction: 0.20
absorption coefficient (rough): 5.0 per micrometre
film thickness for this absorption: 44.6 nm
mean absorbed photons: 1281
standard deviation of absorbed photons: 35.8
relative shot noise, one sigma: 2.79 percent
relative shot noise, three sigma: 8.38 percent
noise of incident count: 1.25 percent
noise if the incident number were fixed: 2.50 percent
simulated discs: 2500
simulated mean absorbed photons: 1280.2
simulated noise: 2.83 percent
10 nm disc, formula: 320 photons, 5.59 percent
10 nm disc, simulated: 319.9 photons, 5.59 percent
shortfall considered: 15 percent, count at most 1088
shortfall probability, Poisson: 1.71e-08
shortfall probability, Gaussian estimate: 3.96e-08
expected such spots in 1e9, Poisson: 17
Gaussian image, mean dose over peak dose: 0.7213
Gaussian image: 924 photons, 3.29 percent
acid yield (rough): 3.0 per absorbed photon
noise of acid count: 3.23 percent
electron blur sigma (rough): 3.0 nm
photon noise after blur, uniform field: 2.29 percent
dose control error (rough): 0.5 percent
noise with dose control error: 2.84 percent
source bandwidth (rough): 2 percent
light-on time (rough): 2.50e-06 s
coherence time: 2.25e-15 s
number of modes, one transverse mode: 1.11e+09
relative excess variance from bunching: 1.2e-06
share absorbed in upper half of film: 52.8 percent
```
